# Why saturating TiCl4/H2O pulses can leave thinner oxide downstream: test program

```python
"""Why saturating TiCl4/H2O pulses can still give thinner oxide downstream.

Result under test: when HCl made upstream blocks sites for the whole pulse,
the saturated TiCl4 coverage at scaled distance z = k_A x / u is
    theta = A(z) / G(z),   A(z) = 1 - exp(-z),
    G(z) = A(z) + nu [kappa A(z) - (1 - exp(-kappa z))] / (kappa - 1).
k_A, k_B : loss rates of TiCl4 and HCl gas on a fresh wall (1/s)
kappa    : k_B / k_A;   nu : HCl released per TiCl4 bound;   u : gas speed
The formula is compared with a laboratory-frame simulation in which gas moves
from cell to cell and reacts with the wall. Gas densities in the simulation
are divided by S, the number of wall sites per unit gas volume.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm

# ---------- inputs: round model parameters in a typical flow-reactor regime
temperature = 573.0            # K
total_torr, ticl4_torr = 5.0, 0.05
gap, length, speed = 2e-3, 0.10, 10.0       # m, m, m/s
prob_ticl4, prob_hcl = 5e-3, 1e-4           # reaction probability per hit
nu = 2.0
growth_nm, cycles = 0.05, 500
film_density = 3800.0          # kg/m3, rough
pulse = 0.2                    # s
attempt_rate = 1e13            # 1/s, rough
viscosity = 2.8e-5             # Pa s, nitrogen at this temperature, rough
diameter_ticl4, diameter_hcl = 0.50e-9, 0.35e-9   # m, with N2, rough
mass_ti, mass_cl, mass_h, mass_o, mass_n = 47.867, 35.45, 1.008, 15.999, 14.007
m_ticl4, m_hcl = mass_ti + 4 * mass_cl, mass_h + mass_cl
m_water, m_n2, m_tio2 = 2 * mass_h + mass_o, 2 * mass_n, mass_ti + 2 * mass_o

# ---------- derived quantities
amu = const.atomic_mass
kT = const.k * temperature


def mean_speed(mass):
    return np.sqrt(8 * kT / (np.pi * mass * amu))


def wall_rate(probability, mass):
    """Gas loss rate on two fresh walls of a channel."""
    return probability * mean_speed(mass) / 4 * 2 / gap


k_A, k_B = wall_rate(prob_ticl4, m_ticl4), wall_rate(prob_hcl, m_hcl)
kappa = k_B / k_A
site_density = film_density * growth_nm * 1e-9 / (m_tio2 * amu)   # 1/m2
sites_per_volume = 2 * site_density / gap
feed = ticl4_torr * const.torr / kT / sites_per_volume
z_end = k_A * length / speed
full_nm = growth_nm * cycles

# ---------- derived formulas


def A(z):
    return -np.expm1(-z)


def G(z, kap, n):
    return A(z) + n * (kap * A(z) + np.expm1(-kap * z)) / (kap - 1)


def saturated(z, kap, n):
    return A(z) / G(z, kap, n)


def finite_dose(z, tau, kap, n):
    """TiCl4 coverage and free fraction after scaled exposure tau."""
    z = np.atleast_1d(np.asarray(z, float))
    sol = solve_ivp(lambda t, w: -G(np.exp(w), kap, n) / np.exp(w),
                    (0, tau), np.log(z), rtol=1e-9, atol=1e-10)
    Z = np.exp(sol.y[:, -1])
    return (A(z) - A(Z)) / G(z, kap, n), G(Z, kap, n) / G(z, kap, n)


# ---------- laboratory-frame simulation
cells = 200
cell_mid = (np.arange(cells) + 0.5) * length / cells
GAS, HCL, FREE, DONE, BLOCKED = range(5)


def simulate(ka, kb, n, duration, inlet=feed, u=speed, kd=0.0, ramp=False,
             source=FREE, sink=BLOCKED, mixing=None):
    """Send one pulse through the channel and let all of it pass.

    HCl converts sites of type source into sites of type sink.
    mixing: optional pair of axial dispersion coefficients (gas, HCl).
    """
    dt = length / cells / u
    steps = max(1, int(round(duration / dt)))
    shape = np.linspace(0, 1, steps) if ramp else np.ones(steps)
    y = np.zeros((5, cells))
    y[FREE] = 1.0
    spread = None
    if mixing is not None:
        lap = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
               + np.diag(np.ones(cells - 1), -1))
        lap[0, 0] = lap[-1, -1] = -1.0
        spread = [expm(d * dt * (cells / length) ** 2 * lap) for d in mixing]

    def change(s):
        react = ka * s[GAS] * s[FREE]
        stick = kb * s[HCL] * s[source] - kd * s[BLOCKED]
        r = np.zeros_like(s)
        r[GAS] = -react
        r[HCL] = n * react - stick
        r[FREE] -= react
        r[DONE] += react
        r[source] -= stick
        r[sink] += stick
        return r

    for i in range(steps + cells - 1):
        y[:2, 1:] = y[:2, :-1].copy()
        y[GAS, 0] = inlet * shape[i] if i < steps else 0.0
        y[HCL, 0] = 0.0
        if spread is not None:
            y[GAS] = spread[0] @ y[GAS]
            y[HCL] = spread[1] @ y[HCL]
        half = y + 0.5 * dt * change(y)
        y = y + dt * change(half)
    return y


z_mid = k_A * cell_mid / speed
formula = saturated(z_mid, kappa, nu)

# saturated profile, and its fall along the flow
base = simulate(k_A, k_B, nu, pulse)
profile_error = np.max(np.abs(base[DONE] - formula))
assert profile_error < 1e-3
assert np.max(base[FREE]) < 1e-6
assert np.all(np.diff(base[DONE]) < 0)

# unsaturated pulse
short = 0.010
short_sim = simulate(k_A, k_B, nu, short)
short_cov, short_free = finite_dose(z_mid, k_A * feed * short, kappa, nu)
short_error = max(np.max(np.abs(short_sim[DONE] - short_cov)),
                  np.max(np.abs(short_sim[FREE] - short_free)))
assert short_error < 2e-3

# pulse shape and mean pressure do not matter once saturated
ramped = simulate(k_A, k_B, nu, pulse, ramp=True)
ramp_change = np.max(np.abs(ramped[DONE] - base[DONE]))
assert ramp_change < 1e-3

# doubled gas speed
fast = simulate(k_A, k_B, nu, pulse, u=2 * speed)
assert np.max(np.abs(fast[DONE] - saturated(z_mid / 2, kappa, nu))) < 1e-3
assert fast[DONE, -1] > base[DONE, -1]

# HCl more reactive than TiCl4, and the far-downstream plateau
strong = simulate(400.0, 1200.0, nu, pulse)
assert np.max(np.abs(strong[DONE]
                     - saturated(400.0 * cell_mid / speed, 3.0, nu))) < 5e-3
far = simulate(2000.0, 1600.0, nu, 0.1)
assert abs(far[DONE, -1] - 1 / (1 + nu)) < 2e-3

# slope at the inlet
zs, ks, ns = sp.symbols("z kappa nu", positive=True)
r_sym = ns / (ks - 1) * (ks - (1 - sp.exp(-ks * zs)) / (1 - sp.exp(-zs)))
slope = sp.limit(sp.diff(r_sym, zs), zs, 0)
assert sp.simplify(slope - ns * ks / 2) == 0

# composition of the first gas to reach the outlet, over a fresh surface
lead = simulate(k_A, k_B, nu, 0.0, inlet=1e-4 * feed)
lead_ticl4 = np.exp(-z_end)
lead_hcl = nu * (np.exp(-kappa * z_end) - np.exp(-z_end)) / (1 - kappa)
assert abs(lead[GAS, -1] / (1e-4 * feed) / lead_ticl4 - 1) < 5e-3
assert abs(lead[HCL, -1] / (1e-4 * feed) / lead_hcl - 1) < 5e-3

# control: no blocking. Depletion thins a short pulse, a long one is uniform
plain_short = simulate(k_A, 0.0, nu, short)
plain_long = simulate(k_A, 0.0, nu, pulse)
assert plain_short[DONE, -1] < 0.9 * plain_short[DONE, 0]
assert np.min(plain_long[DONE]) > 0.9999

# HCl that desorbs: the loss decays with pulse length
desorb = 5.0                   # 1/s
loss_1 = 1 - simulate(k_A, k_B, nu, pulse, kd=desorb)[DONE, -1]
loss_2 = 1 - simulate(k_A, k_B, nu, 2 * pulse, kd=desorb)[DONE, -1]
assert abs(loss_2 / loss_1 / np.exp(-desorb * pulse) - 1) < 0.02
barrier_eV = kT * np.log(attempt_rate * 10 * pulse) / const.e

# HCl from the water pulse, with and without renewed hydrolysis
k_water = wall_rate(prob_ticl4, m_water)
stuck = simulate(k_water, k_B, 4 - nu, pulse, source=DONE, sink=BLOCKED)
cleared = simulate(k_water, k_B, 4 - nu, pulse, source=DONE, sink=FREE)
assert np.min(cleared[DONE]) > 0.999

# ---------- neglected transport effects, as changes of outlet thickness
gas_density = total_torr * const.torr / kT


def diffusivity(mass, diameter):
    """Hard-sphere diffusion coefficient in nitrogen."""
    reduced = mass * m_n2 / (mass + m_n2) * amu
    return (3 / (8 * gas_density * diameter ** 2)
            * np.sqrt(kT / (2 * np.pi * reduced)))


D_ticl4 = diffusivity(m_ticl4, diameter_ticl4)
D_hcl = diffusivity(m_hcl, diameter_hcl)
dispersion = [d * (1 + (speed * gap / d) ** 2 / 210) for d in (D_ticl4, D_hcl)]
mixed = simulate(k_A, k_B, nu, pulse, mixing=dispersion)
shift_mixing = full_nm * (mixed[DONE, -1] - base[DONE, -1])

end_cov = saturated(z_end, kappa, nu)
cross = k_A * gap / 2 * gap / (6 * D_ticl4)   # wall shortfall of TiCl4
slow = 1 / (1 + cross)
shift_cross = full_nm * (saturated(z_end * slow, kappa / slow, nu) - end_cov)
drop = 12 * viscosity * speed * length / gap ** 2 / (total_torr * const.torr)
shift_drop = full_nm * (saturated(z_end * (1 - drop), kappa, nu) - end_cov)
thinning_nm = full_nm * (1 - end_cov)
for shift in (shift_mixing, shift_cross, shift_drop):
    assert abs(shift) < 0.3 * thinning_nm

captured = base[BLOCKED].sum() / (nu * base[DONE].sum())

# ---------- output
print(f"temperature: {temperature:.0f} K")
print(f"total pressure: {total_torr:.1f} Torr; TiCl4: {ticl4_torr:.2f} Torr")
print(f"channel gap: {gap*1e3:.1f} mm; length: {length*100:.0f} cm")
print(f"gas speed: {speed:.0f} m/s; pulse: {pulse*1e3:.0f} ms")
print(f"reaction probability TiCl4: {prob_ticl4:.4f}; HCl: {prob_hcl:.4f}")
print(f"HCl released per TiCl4, nu: {nu:.0f}")
print(f"unblocked growth: {growth_nm:.3f} nm/cycle; cycles: {cycles}")
print(f"film density: {film_density/1000:.1f} g/cm3")
print(f"mean speed TiCl4: {mean_speed(m_ticl4):.0f} m/s; "
      f"HCl: {mean_speed(m_hcl):.0f} m/s")
print(f"wall loss rate k_A: {k_A:.1f} 1/s; k_B: {k_B:.2f} 1/s")
print(f"kappa: {kappa:.4f}; z at outlet: {z_end:.3f}")
print(f"site density: {site_density*1e-18:.3f} 1/nm2")
print(f"inlet TiCl4 per wall site, n0/S: {feed:.3f}")
print(f"site reaction rate at inlet: {k_A*feed:.0f} 1/s")
print(f"first gas at outlet, TiCl4/inlet TiCl4: {lead_ticl4:.4f}")
print(f"first gas at outlet, HCl/inlet TiCl4: {lead_hcl:.3f}")
print(f"first gas at outlet, HCl per TiCl4: {lead_hcl/lead_ticl4:.1f}")
for x_cm in (0.0, 2.5, 5.0, 7.5, 10.0):
    zz = k_A * x_cm / 100 / speed
    cov = saturated(zz, kappa, nu) if zz > 0 else 1.0
    print(f"x = {x_cm:4.1f} cm: coverage {cov:.4f}, "
          f"thickness {full_nm*cov:.2f} nm")
print(f"thinning at outlet: {thinning_nm:.2f} nm = {100*(1-end_cov):.1f} %")
print(f"inlet-slope estimate of r at outlet: {nu*kappa*z_end/2:.4f}")
print(f"r at outlet: {1/end_cov-1:.4f}")
print(f"share of released HCl captured in channel: {100*captured:.2f} %")
for ms in (10, 20, 50, 200):
    tau = k_A * feed * ms / 1000
    c1, f1 = finite_dose(z_end, tau, kappa, nu)
    c0, _ = finite_dose(z_end, tau, 0.0, nu)
    print(f"outlet, {ms:3d} ms: coverage {c1[0]:.4f}, free {f1[0]:.1e}, "
          f"no blocking {c0[0]:.4f}")
fast_end = saturated(z_end / 2, kappa, nu)
print(f"outlet thickness at {2*speed:.0f} m/s: {full_nm*fast_end:.2f} nm")
print(f"simulated plateau far downstream: {far[DONE, -1]:.4f}")
print(f"predicted plateau 1/(1+nu): {1/(1+nu):.4f}")
print(f"largest profile error, formula vs simulation: {profile_error:.1e}")
print(f"largest error, 10 ms pulse: {short_error:.1e}")
print(f"largest change with ramped pulse: {ramp_change:.1e}")
print(f"HCl lifetime in desorption test: {1000/desorb:.0f} ms")
print(f"outlet loss with desorption, {pulse*1e3:.0f} ms: {100*loss_1:.2f} %")
print(f"outlet loss with desorption, {2*pulse*1e3:.0f} ms: {100*loss_2:.2f} %")
print(f"loss ratio: {loss_2/loss_1:.4f}; "
      f"exponential law: {np.exp(-desorb*pulse):.4f}")
print(f"attempt rate: {attempt_rate:.0e} 1/s")
print(f"barrier for lifetime of ten pulses: {barrier_eV:.2f} eV")
print(f"diffusivity TiCl4: {D_ticl4*1e4:.1f} cm2/s; "
      f"HCl: {D_hcl*1e4:.1f} cm2/s")
print(f"axial mixing changes outlet by: {shift_mixing:+.3f} nm")
print(f"cross-channel shortfall: {100*cross:.1f} %; "
      f"outlet change: {shift_cross:+.3f} nm")
print(f"pressure drop: {100*drop:.1f} %; outlet change: {shift_drop:+.3f} nm")
print(f"water-pulse HCl left at outlet if never cleared: "
      f"{100*stuck[BLOCKED, -1]:.2f} % of sites")
print(f"outlet sites hydrolysed if clearing works: "
      f"{100*cleared[DONE, -1]:.3f} %")
print("finished without a failed check")
```

It prints:

```
temperature: 573 K
total pressure: 5.0 Torr; TiCl4: 0.05 Torr
channel gap: 2.0 mm; length: 10 cm
gas speed: 10 m/s; pulse: 200 ms
reaction probability TiCl4: 0.0050; HCl: 0.0001
HCl released per TiCl4, nu: 2
unblocked growth: 0.050 nm/cycle; cycles: 500
film density: 3.8 g/cm3
mean speed TiCl4: 253 m/s; HCl: 577 m/s
wall loss rate k_A: 316.1 1/s; k_B: 14.42 1/s
kappa: 0.0456; z at outlet: 3.161
site density: 1.433 1/nm2
inlet TiCl4 per wall site, n0/S: 0.588
site reaction rate at inlet: 186 1/s
first gas at outlet, TiCl4/inlet TiCl4: 0.0424
first gas at outlet, HCl/inlet TiCl4: 1.725
first gas at outlet, HCl per TiCl4: 40.7
x =  0.0 cm: coverage 1.0000, thickness 25.00 nm
x =  2.5 cm: coverage 0.9613, thickness 24.03 nm
x =  5.0 cm: coverage 0.9191, thickness 22.98 nm
x =  7.5 cm: coverage 0.8761, thickness 21.90 nm
x = 10.0 cm: coverage 0.8345, thickness 20.86 nm
thinning at outlet: 4.14 nm = 16.5 %
inlet-slope estimate of r at outlet: 0.1442
r at outlet: 0.1983
share of released HCl captured in channel: 4.43 %
outlet,  10 ms: coverage 0.1944, free 6.9e-01, no blocking 0.1867
outlet,  20 ms: coverage 0.5850, free 2.5e-01, no blocking 0.6301
outlet,  50 ms: coverage 0.8332, free 1.3e-03, no blocking 0.9978
outlet, 200 ms: coverage 0.8345, free 1.0e-15, no blocking 1.0000
outlet thickness at 20 m/s: 22.98 nm
simulated plateau far downstream: 0.3333
predicted plateau 1/(1+nu): 0.3333
largest profile error, formula vs simulation: 3.1e-06
largest error, 10 ms pulse: 2.0e-05
largest change with ramped pulse: 1.5e-06
HCl lifetime in desorption test: 200 ms
outlet loss with desorption, 200 ms: 6.55 %
outlet loss with desorption, 400 ms: 2.41 %
loss ratio: 0.3680; exponential law: 0.3679
attempt rate: 1e+13 1/s
barrier for lifetime of ten pulses: 1.51 eV
diffusivity TiCl4: 31.4 cm2/s; HCl: 79.5 cm2/s
axial mixing changes outlet by: +0.042 nm
cross-channel shortfall: 3.4 %; outlet change: +0.026 nm
pressure drop: 12.6 %; outlet change: +0.518 nm
water-pulse HCl left at outlet if never cleared: 2.70 % of sites
outlet sites hydrolysed if clearing works: 100.000 %
finished without a failed check
```
